# Why a constant dephasing time needs a stated basis

## Question

I propagate the density matrix of a two-band crystal in a laser pulse whose photon energy is far below the gap. Without damping, my length-gauge and velocity-gauge calculations agree. I then add a constant dephasing time \(T_2\) by damping the off-diagonal elements in the field-free bands, in both calculations, and they no longer agree. The time \(T_2\) is just a number, and both calculations use the same Bloch functions. Why should the gauge matter, and where should the damping act?

## Answer

The number \(T_2\) is the same, but the operation "remove off-diagonal elements" is not. The label \(k\) means different things in the two gauges, so the same list of Bloch functions is attached to different physical states. A gauge change must transform the damping term along with the density matrix. Your two calculations describe two different relaxation models.

### The model and the gauge map

I use atomic units, electron charge \(-1\), and \(E=-\dot A\). Electrons are independent, and \(A\) vanishes before and after the pulse. Each site of a one-dimensional crystal carries two orbitals, and the position operator is diagonal in them, with the same value \(R\) for both orbitals of a site. This makes the gauge change possible without any error from band truncation.

In length gauge the site amplitudes obey \(i\dot c_L=(H_0+ER)c_L\). Put \(c_L=e^{iAR}c_V\). Then

\[
i\dot c_V=\left[\dot A R+e^{-iAR}(H_0+ER)e^{iAR}\right]c_V
=e^{-iAR}H_0e^{iAR}\,c_V ,
\]

because \(\dot A+E=0\). The phase factors shift crystal momentum, so the velocity-gauge Hamiltonian at fixed \(k\) is \(H(\kappa)\) with \(\kappa=k+A(t)\). A velocity-gauge state labelled \(k\) is a length-gauge state labelled \(\kappa\).

Write \(H=\mathbf d\cdot\boldsymbol\sigma\), with gap \(\Delta=2|\mathbf d|\), and \(h=H/|\mathbf d|\). The band projectors are \(P_\pm=(1\pm h)/2\), hence

\[
\rho-P_+\rho P_+-P_-\rho P_-=\rho-\tfrac12(\rho+h\rho h)=\tfrac12(\rho-h\rho h)
\]

is the off-diagonal part of \(\rho\). With \(\gamma=1/T_2\) and no population relaxation,

\[
\dot\rho_V=-i[H(\kappa),\rho_V]+D,\qquad D=-\tfrac{\gamma}{2}(\rho_V-h\rho_V h).
\]

There are two candidates for \(h\). The fixed basis uses \(h(k)\), the field-free bands at the canonical label. The Houston basis uses \(h(\kappa)\), the instantaneous bands.

Now go to length gauge with \(\rho_L(\kappa,t)=\rho_V(\kappa-A(t),t)\). The chain rule gives an extra term \(-\dot A\,\partial_k\rho_V=E\,\partial_\kappa\rho_L\), so

\[
\partial_t\rho_L=-i[H(\kappa),\rho_L]+E\,\partial_\kappa\rho_L+D .
\]

Houston damping has become damping in the field-free bands at \(\kappa\), which is what your length-gauge calculation does. Fixed-basis damping has become damping in the bands at \(\kappa-A(t)\). That basis depends on the value of \(A\), to which a constant can be added without changing any field.

### A constant vector potential exposes the difference

Let \(A\) be constant, so that \(E=0\), and start in the lower band of \(H(\kappa)\). Nothing should happen. To see what the fixed basis does, write \(\rho=(1+\mathbf s\cdot\boldsymbol\sigma)/2\), and let \(\mathbf n\) and \(\mathbf m\) be the unit vectors along \(\mathbf d(\kappa)\) and \(\mathbf d(k)\), with angle \(\theta\) between them. The commutator gives \(2\mathbf d\times\mathbf s\). From \((\mathbf m\cdot\boldsymbol\sigma)(\mathbf s\cdot\boldsymbol\sigma)(\mathbf m\cdot\boldsymbol\sigma)=[2(\mathbf m\cdot\mathbf s)\mathbf m-\mathbf s]\cdot\boldsymbol\sigma\), the damping removes the part of \(\mathbf s\) perpendicular to \(\mathbf m\):

\[
\dot{\mathbf s}=\Delta\,\mathbf n\times\mathbf s-\gamma\left[\mathbf s-(\mathbf m\cdot\mathbf s)\mathbf m\right].
\]

Take \(\mathbf m\) along \(z\) and \(\mathbf n=(\sin\theta,0,\cos\theta)\). The generator is

\[
L=\begin{pmatrix}-\gamma&-\Delta\cos\theta&0\\ \Delta\cos\theta&-\gamma&-\Delta\sin\theta\\0&\Delta\sin\theta&0\end{pmatrix},
\qquad \det L=-\gamma\Delta^2\sin^2\theta .
\]

For \(\sin\theta\neq0\) the determinant is nonzero, so the one stationary state is \(\mathbf s=0\), an equal mixture of both bands. It is also reached: \(|\mathbf s|\) can stay constant only if \(\mathbf s\) stays along \(\mathbf m\), and precession about \(\mathbf n\) turns it away.

The speed follows for \(\gamma\ll\Delta\), when \(\mathbf s\approx-w\mathbf n\) with inversion \(w\). Projecting the equation on \(\mathbf n\) removes the precession term and leaves

\[
-\dot w=-\gamma(-w+w\cos^2\theta)=\gamma w\sin^2\theta ,
\qquad n_c=\frac{1-w}{2}.
\]

The inversion decays at the rate \(\gamma\sin^2\theta\), without a field. In the Houston basis \(\mathbf m=\mathbf n\), and the lower-band state is stationary.

For numbers I take round parameters,

\[
\mathbf d=\bigl(0,\ \sin ka,\ 1.5+1-\cos ka\bigr)\ \text{eV},\qquad a=5\ \text{angstrom},
\]

so the gap at \(k=0\) is 3 eV. The dephasing rate is 0.05 eV, or \(T_2=13.2\) fs. For \(k=0\) and \(A=0.125\) angstrom\(^{-1}\), \(\sin^2\theta=0.107\) and the decay rate is \(0.05\times0.107=0.00536\) eV. After a time of 125.7 \(\hbar\)/eV the exponent is 0.673, and \(n_c=(1-e^{-0.673})/2=0.245\). Direct exponentiation of the generator gives the same value to three digits. A quarter of the electrons at this \(k\) have been excited by a vector potential that has no physical effect.

### A slow pulse

When \(A(t)\) varies slowly, the state still follows \(-w\mathbf n(t)\) to leading order. The additional term \(\dot{\mathbf n}\cdot\mathbf s\) in the derivative of \(\mathbf n\cdot\mathbf s\) vanishes, since \(\dot{\mathbf n}\) is perpendicular to \(\mathbf n\). Integrating the same rate,

\[
n_c\approx\tfrac12\left[1-\exp\left(-\gamma\int\sin^2\theta(t)\,dt\right)\right]\qquad\text{(fixed basis)}.
\]

Take the pulse \(A=(F/\omega)\sin^2(\pi t/T)\sin[\omega(t-T/2)]\) with nominal peak force \(F=0.05\) eV/angstrom, \(\omega=0.4\) eV, and eight cycles, so \(T=125.7\ \hbar\)/eV. At \(k=0\) the exponent is 0.157 and the formula gives \(n_c=0.072\). Full propagation gives 0.076. Houston damping gives 0.0015, about 52 times less, and without damping the population is below \(10^{-9}\). Averaged over the zone, the two damped results are 0.021 and 0.00028.

The exponent extracted from the propagation is 5.1 % larger than the slow-pulse exponent. At half the photon energy, with the same amplitude of \(A\) and again eight cycles, the excess is 1.2 %, close to the factor of four expected for a correction of order \((\omega/\Delta)^2\).

### Where the energy comes from

The energy per electron is \(U=\mathrm{tr}[H(\kappa)\rho]\). The commutator does not contribute to its derivative, and \(\dot\kappa=-E\), so

\[
\dot U=-E\,\mathrm{tr}[(\partial_\kappa H)\rho]+\mathrm{tr}[H(\kappa)D].
\]

The first term is work by the field; the second is supplied by the damping. For Houston damping \(h\) commutes with \(H\) and \(h^2=1\), so \(\mathrm{tr}(Hh\rho h)=\mathrm{tr}(hHh\rho)=\mathrm{tr}(H\rho)\), and the second term vanishes. For fixed-basis damping, \(U=\mathbf d\cdot\mathbf s\) and the projection found above for \(\mathbf s\approx-w\mathbf n\) give

\[
\mathrm{tr}[H(\kappa)D]\approx\tfrac12\gamma w\Delta\sin^2\theta\ge0 .
\]

For the pulse at \(k=0\), the damping term supplies 0.242 eV per electron and the field \(-0.015\) eV. The sum, 0.228 eV, equals \(3\times0.0759\) eV, the gap times the final population. With Houston damping the whole 0.0044 eV is field work.

The negative field work can be understood in the slow limit, where \(U=-w|\mathbf d|\). The field work is then \(-\int w\,\frac{d|\mathbf d|}{dt}\,dt\). Integrating by parts, with \(|\mathbf d|=|\mathbf d_0|\) at both ends and \(w=1\) at the start,

\[
-\int w\,\frac{d|\mathbf d|}{dt}\,dt=|\mathbf d_0|(1-w_T)+\int\dot w\,|\mathbf d|\,dt
=-\int|\dot w|\left(|\mathbf d|-|\mathbf d_0|\right)dt .
\]

The last step uses \(\int|\dot w|\,dt=1-w_T\). Here \(|\mathbf d|^2=7.25-5\cos\kappa a\) (in eV²) is smallest at \(\kappa=0\), so the last integral is positive and the field work is negative. The damping lifts electrons while the gap is wide, and the field recovers part of that energy as the gap narrows. This argument gives the sign but only roughly the size: for the pulse above the slow-limit integral is \(-0.022\) eV, against the propagated \(-0.015\) eV, because the field work is a small quantity on which corrections beyond the slow limit weigh heavily.

### Why a resonant check does not reveal it

For weak fields both models can be solved for any pulse spectrum. Let \(|v\rangle,|c\rangle\) be the lower and upper bands and \(\xi=i\langle c|\partial_k v\rangle\) the interband dipole. Differentiating \(H|v\rangle=\varepsilon_v|v\rangle\) and projecting on \(\langle c|\) gives

\[
\langle c|\partial_kH|v\rangle=-\Delta\langle c|\partial_kv\rangle=i\Delta\xi .
\]

In the fixed basis, \(H(k+A)\approx H(k)+A\,\partial_kH\), so the coupling is \(W=i\Delta\xi A\). In the Houston basis the coupling comes from the motion of the basis, \(-i\langle c|\partial_\kappa v\rangle\dot\kappa=-\xi\dot\kappa\), so \(W=\xi E\). Changes of the gap and of \(\xi\) along the path enter at higher order.

With the lower band nearly full, both cases obey

\[
\dot\rho_{cv}=-(\gamma+i\Delta)\rho_{cv}-iW,\qquad
\dot\rho_{cc}=-2\,\mathrm{Im}(W^*\rho_{cv}).
\]

Solving the first equation and inserting it in the second,

\[
n_c=2\,\mathrm{Re}\int dt\int_0^\infty d\tau\,W^*(t)W(t-\tau)e^{-(\gamma+i\Delta)\tau}.
\]

Insert \(W(t)=\int\frac{d\nu}{2\pi}W(\nu)e^{-i\nu t}\). The \(\tau\) integral is \(1/[\gamma+i(\Delta-\nu)]\), the \(t\) integral gives \(W^*(\nu)\), and the real part is

\[
n_c=\int\frac{d\nu}{2\pi}\,|\xi|^2|g(\nu)|^2\frac{2\gamma}{(\nu-\Delta)^2+\gamma^2},
\qquad
g=\begin{cases}\Delta\,A(\nu)&\text{fixed}\\E(\nu)&\text{Houston.}\end{cases}
\]

Since \(|E(\nu)|=|\nu A(\nu)|\), the fixed-basis integrand is \((\Delta/\nu)^2\) times the Houston one: larger below the gap, smaller above it. This factor is 1 at resonance. For a pulse with spectral weight at the gap it also drops out as \(\gamma\to0\), because the Lorentzian becomes \(2\pi\delta(\nu-\Delta)\) and both results become \(|\xi E(\Delta)|^2\), as they must for undamped motion. At low frequency it grows without limit.

For a force of 0.002 eV/angstrom at \(k=0\), propagation gives a ratio of 55.9, while \((3/0.4)^2=56.3\). With the photon energy tuned to the gap and a still weaker pulse, both models give \(4.225\times10^{-5}\). Agreement on resonance therefore says little about the off-resonant case.

The formula is a leading-order result and fails early where \(\xi\) is small. In this model \(\xi\) vanishes at \(\cos ka=0.4\). At the nearby point \(ka=1\), the Houston population exceeds the formula by 3.4 % at 0.004 eV/angstrom and by 13.8 % at twice that force. The growth by a factor of four is that of a relative correction quadratic in the force. A correction linear in the force does not appear for this pulse: reversing its sign leaves both percentages unchanged.

### What to use, and what remains uncertain

In your velocity-gauge calculation, keep \(H(k+A)\) and evaluate the damping with \(h(k+A(t))\) at each time. I tested this against a separate length-gauge propagation that contains the \(\partial_\kappa\) term, for a two-cycle pulse of the same force. The final density matrices differ by at most \(4\times10^{-12}\), and the currents at the sampled times agree equally well. With fixed-basis damping the largest difference in a matrix element is 0.02. The prescription needs a finite gap along the path, since \(h\) is undefined where the bands touch.

Houston damping is not free of dephasing-induced excitation. Its population of 0.0015 compares with less than \(10^{-9}\) for undamped motion, so nearly all of it is due to dephasing. In the slow limit the coherence follows the field, and the excitation rate is

\[
\dot n_c\approx\frac{2\gamma|\xi(\kappa)|^2E^2}{\Delta(\kappa)^2+\gamma^2}.
\]

This vanishes with \(E\), as it should, and the energy is taken from the field. Its size, however, rests on the Lorentzian tail of a memoryless rate, used here some 50 half-widths \(\gamma\) from resonance. Whether a real scattering process has that tail is a question about the process, which gauge covariance cannot answer.

The two models also respond differently to the photon energy. At fixed force and duration, for 0.2, 0.4 and 0.8 eV, the fixed basis gives 0.154, 0.076 and 0.028 at \(k=0\), because \(A=F/\omega\) grows toward low frequency. Houston damping gives 0.0009, 0.0015 and 0.0021. Two effects in the formulas above act toward this fall at low frequency: a larger \(A\) carries the electron farther from \(k=0\), to where the gap is wider and the dipole smaller, and a lower photon energy lies farther out in the Lorentzian tail. I have not separated their shares. The Houston trend does not hold at every \(k\). Where the dipole is small at the starting \(k\), a larger \(A\) can carry the electron to where it is larger, and the Houston population can then also rise toward low frequency. A rise at a single \(k\) therefore does not identify the damping basis. A direct check is to hold \(A\) constant at a value for which \(H(k)\) and \(H(k+A)\) have different band states, start in the lower band of \(H(k+A)\), and see whether that state stays put.

The full set of computed values is in the numerical output below.

## Computed results

```
lattice constant: 5.0 angstrom
half gap, curvature, mixing: 1.5, 1.0, 1.0 eV
gap at k=0: 3.000 eV
interband dipole length at k=0: 1.6667 angstrom
dephasing rate: 0.050 eV; T2 = 13.16 fs
photon energy: 0.40 eV; optical cycles: 8
pulse duration: 125.66 hbar/eV
peak force: 0.050 eV/angstrom
vector-potential amplitude: 0.1250 1/angstrom
Constant A, zero field, k=0
  sin^2(theta): 0.10714; gap at k+A: 3.5750 eV
  slow decay rate, generator: 0.005356 eV
  slow decay rate, rate*sin^2: 0.005357 eV
  population after one pulse duration: 0.24493
  population from slow law: 0.24496
Pulse, final conduction population at k=0
  fixed-basis damping: 0.07587
  slow-pulse law: 0.07247
  Houston damping: 1.465e-03
  no damping: 6e-11
  ratio fixed/Houston: 51.79
slow-law exponent: 0.15658; error: 5.10 %
error at half photon energy, same A: 1.22 %
Energy per electron at k=0, eV: field work, damping work, total
  fixed: -0.01471, 0.24232, 0.22760
  houston: 0.00439, -0.00000, 0.00439
Scan, same force and duration: photon eV, fixed, Houston
  0.2, 0.15386, 9.252e-04
  0.4, 0.07587, 1.465e-03
  0.8, 0.02847, 2.096e-03
Weak pulse, force 0.0020 eV/angstrom, k=0
  fixed: 1.7250e-04; Houston: 3.0863e-06
  ratio: 55.89; (gap/photon)^2: 56.25
  largest error of integral, ka=0 and 0.5: 0.082 %
Dipole zero at cos(ka) = 0.40; dipole length at ka=1: 0.1928 angstrom
Error of integral at ka=1, forces 0.004 and 0.008 eV/angstrom
  fixed: 2.06 %, 8.23 %
  houston: 3.43 %, 13.81 %
Resonant pulse, force 0.0002 eV/angstrom
  fixed: 4.2250e-05; Houston: 4.2252e-05
  ratio: 0.99993
Zone average, main pulse, 96 k points
  fixed: 0.02083; Houston: 2.827e-04
Gauge comparison, 2 cycles, 160 k points
  harmonic bound: 62.8; grid limit: 80
  largest weight in top harmonics: 2e-09
  max state difference, length-Houston: 4e-12
  max state difference, length-fixed: 0.0198
  max current difference: 2e-12 eV angstrom
  largest sampled current: 0.0068 eV angstrom
```
